\section*{Thermal strain of a monolayer clamped to a thick oxide, part 1}

(Sections cited here and not found follow in the second part.)

\section{The strain from lengths}

\subsection{Two bodies with constant coefficients}

Let a flat monolayer be fixed to a plate whose size does not change with temperature. At the temperature $T_g$ the monolayer carries no in-plane force. If it were released, its lattice length $a_f$ would shrink on cooling with a constant coefficient $\alpha_f>0$, defined by $d\ln a_f/dT=\alpha_f$. Integration from $T$ to $T_g$ gives
\begin{equation}
a_f(T)=a_f(T_g)\,e^{-\alpha_f(T_g-T)} .
\end{equation}
The fixed film cannot follow this contraction. Its actual length $\ell$ remains $a_f(T_g)$, so relative to the length it would have without force at the same temperature it is strained by
\begin{equation}
\varepsilon=\frac{\ell(T)}{a_f(T)}-1=\frac{a_f(T_g)}{a_f(T)}-1=e^{\alpha_f(T_g-T)}-1>0 .
\end{equation}
The film has come under tension although no atom has changed its mean lateral position. What has moved is the reference length.

Now let the plate contract as well, with a constant coefficient $\alpha_s$. The fixed film is carried along, so $\ell(T)=a_f(T_g)e^{-\alpha_s(T_g-T)}$. Division by the force-free length gives
\begin{equation}
\varepsilon=\frac{e^{-\alpha_s(T_g-T)}}{e^{-\alpha_f(T_g-T)}}-1
=e^{(\alpha_f-\alpha_s)(T_g-T)}-1 .
\label{eq:constant}
\end{equation}
On cooling, $T_g-T>0$. A film that would contract more than the plate is stretched, and one that would contract less is compressed. Positive $\varepsilon$ means tension throughout.

As a numerical case take $\alpha_f=6.489\times10^{-6}$, $\alpha_s=5.758\times10^{-6}$ (both per kelvin), $T_g=1000$ K and $T=300$ K. The exponent is $0.731\times10^{-6}\times700=5.12\times10^{-4}$, and the film is in slight tension. These two coefficients belong to a model film and a model oxide at 300 K. Once their variation with temperature is admitted, the same pair of bodies gives compression.

\subsection{What is clamped, and what the strain refers to}

Three lengths have to be kept apart: the actual film length $\ell(T)$, the force-free film length $a_f(T)$, and the lateral length $L_s(T)$ of the oxide. Clamping is the statement that every film atom keeps its place relative to the oxide surface, apart from vibration. A distance marked on the film then changes in the same proportion as the oxide beneath it:
\begin{equation}
\frac{\ell(T)}{\ell(T_g)}=\frac{L_s(T)}{L_s(T_g)} .
\label{eq:clamp}
\end{equation}
This says nothing about equality of the two lattice constants. The oxide may be amorphous, or crystalline with a different period. What matters is the ratio of each length to its own value at $T_g$.

Equation (\ref{eq:clamp}) holds for a uniform film without slip, wrinkles, cracks or detachment, away from its edges. It also takes the oxide to be so thick that the film does not alter its size. The second half of the text derives a measure of this thickness.

The in-plane expansion of both bodies is taken to be isotropic. Let $\mathbf 1$ be the $2\times2$ unit matrix. Between $T_g$ and $T$ the free film is deformed by $[a_f(T)/a_f(T_g)]\mathbf 1$ and the clamped film by $[L_s(T)/L_s(T_g)]\mathbf 1$. The deformation that leads from the free film at $T$ to the clamped film at $T$ is the second matrix times the inverse of the first:
\begin{equation}
\mathbf D=\frac{L_s(T)}{L_s(T_g)}\,\frac{a_f(T_g)}{a_f(T)}\;\mathbf 1 .
\end{equation}
It is again a multiple of the unit matrix. Writing $\mathbf D=(1+\varepsilon)\mathbf 1$ gives
\begin{equation}
\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon,\qquad \varepsilon_{xy}=0 ,
\end{equation}
which is biaxial strain. The relative change of area is $(1+\varepsilon)^2-1=2\varepsilon+\varepsilon^2$, twice the linear strain at leading order.

The reference length $a_f(T)$ needs one more remark. The film vibrates in contact with the oxide, and adhesion may change the frequencies of its bending modes. The force-free film is therefore the adhered film, allowed to slide without friction. The coefficient of a suspended sheet may be used in its place when this change is negligible.

\subsection{Coefficients that vary with temperature}

Define the instantaneous coefficients
\begin{equation}
\alpha_f(T)=\frac{d\ln a_f}{dT},\qquad
\alpha_s(T)=\frac{d\ln L_s}{dT} .
\label{eq:alphas}
\end{equation}
The film is force-free at $T_g$, so $\ell(T_g)=a_f(T_g)$. Starting from the definition of strain and inserting (\ref{eq:clamp}),
\begin{align}
1+\varepsilon(T)&=\frac{\ell(T)}{a_f(T)}
=\frac{\ell(T_g)}{a_f(T)}\,\frac{L_s(T)}{L_s(T_g)}\nonumber\\
&=\frac{a_f(T_g)}{a_f(T)}\,\frac{L_s(T)}{L_s(T_g)} .
\label{eq:ratio}
\end{align}
Each ratio follows by integrating (\ref{eq:alphas}) from $T$ to $T_g$:
\begin{align}
\ln\frac{a_f(T_g)}{a_f(T)}&=\int_T^{T_g}\alpha_f(T')\,dT',\\
\ln\frac{L_s(T)}{L_s(T_g)}&=-\int_T^{T_g}\alpha_s(T')\,dT' .
\end{align}
The second line has a minus sign because its ratio has the lower temperature in the numerator. Adding the logarithms and exponentiating gives
\begin{equation}
\boxed{\;\varepsilon(T)=e^{\Delta(T)}-1,\qquad
\Delta(T)=\int_T^{T_g}\left[\alpha_f(T')-\alpha_s(T')\right]dT'\;}
\label{eq:main}
\end{equation}
For constant coefficients the integral is $(\alpha_f-\alpha_s)(T_g-T)$ and (\ref{eq:constant}) returns. If the coefficients agree at every temperature, the film stays force-free.

The exponential has the expansion $\varepsilon=\Delta+\Delta^2/2+\dots$. For $|\Delta|$ near $10^{-3}$ the second term is smaller than the first by a factor of about $5\times10^{-4}$, so $\varepsilon\approx\Delta$ suffices for most purposes. With the means over the cooling interval,
\begin{equation}
\bar\alpha_{f,s}=\frac{1}{T_g-T}\int_T^{T_g}\alpha_{f,s}(T')\,dT',\qquad
\Delta=(\bar\alpha_f-\bar\alpha_s)(T_g-T) .
\label{eq:means}
\end{equation}
A pair of constant coefficients thus gives the right strain if it is the pair of interval means, or has the same difference.

Some data are referred to a fixed length instead of the current one: $\beta(T)=L_r^{-1}dL/dT$, where $L_r=L(T_r)$. Integration gives $L(T)=L_r\left[1+\int_{T_r}^{T}\beta\,dT'\right]$, and division of $dL/dT=L_r\beta$ by $L$ gives
\begin{equation}
\alpha(T)=\frac{\beta(T)}{1+\int_{T_r}^{T}\beta(T')\,dT'} .
\end{equation}
This $\alpha$ is the one that belongs in (\ref{eq:main}). Alternatively, the lengths can be inserted directly in (\ref{eq:ratio}).

\subsection{Rate of straining and turning points}

The lower limit of the integral in (\ref{eq:main}) is the variable $T$, so $d\Delta/dT=-(\alpha_f-\alpha_s)$ and
\begin{equation}
\frac{d\varepsilon}{dT}=e^{\Delta}\frac{d\Delta}{dT}
=(1+\varepsilon)\,(\alpha_s-\alpha_f) .
\label{eq:rate}
\end{equation}
The current coefficients fix the direction in which the strain is changing, whereas its sign depends on the whole interval already crossed. A film can be in compression while each further kelvin of cooling relieves part of that compression, because its force-free length then shrinks faster than its actual length.

The strain is stationary at a temperature $T_*$ where $\alpha_f=\alpha_s$. Differentiating (\ref{eq:rate}) once more,
\begin{equation}
\frac{d^2\varepsilon}{dT^2}
=(1+\varepsilon)\left[(\alpha_s-\alpha_f)^2+\frac{d(\alpha_s-\alpha_f)}{dT}\right] ,
\end{equation}
and the first term in the bracket vanishes at $T_*$. If $\alpha_s$ rises faster with temperature than $\alpha_f$ there, $\varepsilon$ has a local minimum. A film in compression is then more strongly compressed at $T_*$ than at neighbouring temperatures.

\subsection{A worked cooling}

The model film and oxide are specified by vibrational parameters given in the second half. Their coefficients, taken at leading order in the Gr\"uneisen parameters defined there, and the resulting strain after locking at 1000 K are as follows.
\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & $\alpha_f$ ($10^{-6}$/K) & $\alpha_s$ ($10^{-6}$/K) & $\varepsilon$ ($10^{-4}$)\\
1000 & 7.632 & 9.713 & 0.00\\
800 & 7.563 & 9.421 & $-3.96$\\
600 & 7.417 & 8.826 & $-7.28$\\
400 & 7.015 & 7.356 & $-9.20$\\
300 & 6.489 & 5.758 & $-9.04$\\
200 & 5.195 & 3.018 & $-7.59$\\
100 & 1.418 & 0.201 & $-5.40$
\end{tabular}
\end{center}
The integral can be estimated by hand from the first five rows. The differences $\alpha_f-\alpha_s$ are $-2.081$, $-1.858$, $-1.409$, $-0.341$ and $+0.731$ in units of $10^{-6}$/K. The trapezoidal rule gives
\begin{align}
\Delta&\approx\left[200\left(-\tfrac{2.081}{2}-1.858-1.409-\tfrac{0.341}{2}\right)
+100\,\tfrac{-0.341+0.731}{2}\right]10^{-6}\nonumber\\
&=\left[-895.6+19.5\right]10^{-6}=-8.76\times10^{-4} .
\end{align}
The accurate integrals are $5.150\times10^{-3}$ for the film and $6.055\times10^{-3}$ for the oxide. Their difference is $\Delta=-9.05\times10^{-4}$, so the coarse sum is about 3\% too small in magnitude relative to this value. Equation (\ref{eq:main}) then gives
\begin{equation}
\varepsilon(300\ \mathrm K)=-9.04\times10^{-4}=-0.090\,\% .
\end{equation}
The interval means are $7.357\times10^{-6}$ and $8.649\times10^{-6}$ per kelvin. Their difference, $-1.292\times10^{-6}$, times 700 returns the same $\Delta$ to within rounding.

The constant-coefficient estimate made at the outset was $+5.12\times10^{-4}$. It has the wrong sign because the difference of the coefficients at 300 K is positive while its mean over the interval is negative.

The coefficients cross at $T_*=363$ K. A separate search for the extremum of the strain found the same temperature. The strain there is $-9.26\times10^{-4}$, and cooling from 363 K to 300 K removes $0.22\times10^{-4}$ of the compression.

Equation (\ref{eq:main}) can also be approached without an integral. In a small step of cooling $\delta T$ the oxide length is multiplied by $1-\alpha_s\delta T$ and the force-free film length by $1-\alpha_f\delta T$. The ratio of the two accumulated products is $1+\varepsilon$, up to an error that vanishes with $\delta T$. A test with 20\,000 steps reproduced the closed result to within $10^{-8}$ in strain. The second-order term $\Delta^2/2$ is $4\times10^{-7}$, so the comparison distinguishes $e^\Delta-1$ from $\Delta$.

\subsection{The starting point of the cooling}

The temperature $T_g$ is that at which the film ceases to slide, which may lie below the growth temperature. At fixed $T$ the upper limit of the integral gives
\begin{equation}
\frac{\partial\varepsilon}{\partial T_g}=(1+\varepsilon)\left[\alpha_f(T_g)-\alpha_s(T_g)\right] .
\end{equation}
Near 1000 K this is $-2.08\times10^{-6}$ per kelvin in the example. An error of 10 K in the locking temperature shifts the final strain by $2\times10^{-5}$, about 2\% of its value.

If the film is already strained by $\varepsilon_0$ when it locks, then $\ell(T_g)=(1+\varepsilon_0)a_f(T_g)$. This factor passes unchanged through (\ref{eq:ratio}), and
\begin{equation}
1+\varepsilon(T)=(1+\varepsilon_0)\,e^{\Delta(T)} .
\end{equation}
At leading order the initial and thermal strains add.

Within these assumptions the strain depends on the end temperatures and not on the cooling rate, and reheating to $T_g$ restores the initial strain. Slip, viscous flow of the oxide or a change of phase with hysteresis can break this reversibility. A cycle that fails to close therefore shows that at least one assumption has failed.

\section{The strain from free energies}

\subsection{Symbols and results carried over}

A monolayer (subscript $f$) locks without in-plane force onto an oxide (subscript $s$) at $T_g$ and is cooled to $T$. The force-free lengths have coefficients $\alpha_{f,s}=d\ln(\text{length})/dT$. The strain $\varepsilon$ is measured from the force-free film at the same temperature, with tension positive. The first half found
\begin{equation}
1+\varepsilon=e^{\Delta},\qquad
\Delta=\int_T^{T_g}(\alpha_f-\alpha_s)\,dT' ,
\label{eq:recall}
\end{equation}
by requiring the film to follow an oxide that takes no notice of it. In the example $\varepsilon=-9.04\times10^{-4}$ at 300 K after locking at 1000 K, and the coefficients cross at 363 K.

Here the lengths are found by minimising a free energy, and the oxide is allowed to respond to the film. Atomic units with $\hbar=1$ are used in the algebra, so a frequency $\omega$ is also an energy. Boltzmann's constant $k_B$ is kept and $T$ is in kelvin. Numerical energies are in eV and lengths in \AA.

\subsection{Force-free length and membrane force}

Let $\eta$ be the logarithm of a body's linear size, with $\eta=0$ at the minimum of its static energy, that is, without vibrations. Let $F_f(\eta,T)$ be the film's free energy per cell. The force-free film has $\eta=\eta_f(T)$, where
\begin{equation}
F_f'(\eta_f,T)=0 ,
\label{eq:stationary}
\end{equation}
and the prime denotes $\partial/\partial\eta$. Since (\ref{eq:stationary}) holds at every temperature, its total derivative with respect to $T$ vanishes:
\begin{equation}
F_f''\,\frac{d\eta_f}{dT}+\frac{\partial F_f'}{\partial T}=0
\quad\Longrightarrow\quad
\alpha_f=\frac{d\eta_f}{dT}=-\frac{1}{F_f''}\frac{\partial F_f'}{\partial T} .
\end{equation}
The expansion coefficient is thus a property of the free energy. It can vary with temperature through the thermal force $\partial F_f'/\partial T$ and through the stiffness $F_f''$. The oxide has $\eta_s(T)$ and $\alpha_s=d\eta_s/dT$ in the same way.

Away from $\eta_f$ the film needs a force $N$ per unit length of edge to hold it. Consider a square patch of side $\ell$. When its size grows by $d\eta$, each side lengthens by $\ell\,d\eta$ against the force $N\ell$, and this happens in two directions. The work is $2N\ell^2d\eta$, or $2NA\,d\eta$ for a cell of area $A$. At fixed temperature it equals the change of free energy, so
\begin{equation}
N=\frac{F_f'(\eta,T)}{2A} .
\label{eq:force}
\end{equation}
If $F_f''>0$, the force is positive for $\eta>\eta_f$, in agreement with the sign convention for tension.

The strain of a clamped film has been found from the expansion coefficients of film and oxide, and the film's force-free length and membrane force have been expressed through its free energy. It remains to let the oxide respond to the film, to find how thick it must be for the strain formula to hold, and to obtain the coefficients and the force in the cooled film from a vibrational model.

Numbers in the example were calculated in double precision.
